# Thermal Capillary-Wave Roughness of an Isotropic Metal Surface

## Problem

An interconnect metal film with a free upper surface is annealed at 700 K. Treat the surface as isotropic: its surface energy is $\gamma=1.8$ J/m² for every orientation. Thermal capillary waves are present with wavelengths from $\lambda_{\min}=5$ Å to $\lambda_{\max}=5000$ Å, a ratio $R=1000$.

1. Estimate the equilibrium root-mean-square (rms) height of the surface.
2. Find how far the estimate moves with the cutoffs, with finite slopes, with a weak anisotropy and with atomic vibration.
3. Decide whether the estimate can apply to a crystal facet.
4. Estimate how long the anneal must last for the longest wave to equilibrate.

The other parameters are round model values: site spacing $b=2.5$ Å, layer spacing $d=2$ Å, atomic volume $\Omega=12$ Å³, atomic mass $M=60$ u, vibrational quantum 0.020 eV and surface diffusivity $D_s=10^8$ Å²/s.

## Solution

### Energy of a rippled surface

Describe the surface by a single-valued height $h(x,y)$ above a periodic square of side $L=\lambda_{\max}$. The volume of metal is fixed, so the mean of $h$ is fixed, and we set it to zero. The algebra is in atomic units, with $k_B$ written out.

Two tangent vectors of the surface are $(1,0,\partial_xh)$ and $(0,1,\partial_yh)$. Their cross product is $(-\partial_xh,-\partial_yh,1)$, whose length is the true area per unit projected area. The energy in excess of the flat surface is therefore

$$E=\gamma\int\left(\sqrt{1+|\nabla h|^2}-1\right)d^2r .$$

For small slopes, $\sqrt{1+u}\approx1+u/2$, and

$$E\approx\frac{\gamma}{2}\int|\nabla h|^2\,d^2r .$$

Here $\gamma$ is the reversible work per unit area at the temperature of the anneal.

### Mean square of one wave

Expand the height in plane waves,

$$h(\mathbf r)=\sum_{\mathbf q\neq0}h_{\mathbf q}e^{i\mathbf q\cdot\mathbf r},\qquad \mathbf q=\frac{2\pi}{L}(n_x,n_y),$$

with integer $n_x,n_y$. The term $\mathbf q=0$ is absent because the mean height is zero. Since $h$ is real, $h_{-\mathbf q}=h_{\mathbf q}^*$. Different plane waves are orthogonal on the square, so

$$E=\frac{\gamma L^2}{2}\sum_{\mathbf q}q^2|h_{\mathbf q}|^2 .$$

The amplitudes at $\mathbf q$ and $-\mathbf q$ are not independent. Write $h_{\mathbf q}=\alpha+i\beta$ with $\alpha$ and $\beta$ real. The pair appears twice in the sum, which cancels the factor 1/2, and its energy is

$$E_{\pm\mathbf q}=\gamma L^2q^2(\alpha^2+\beta^2).$$

A variable with energy $c\,\alpha^2$ has the Boltzmann weight $\exp(-c\alpha^2/k_BT)$. This is a Gaussian of variance $k_BT/(2c)$. With $c=\gamma L^2q^2$ for both $\alpha$ and $\beta$,

$$\langle|h_{\mathbf q}|^2\rangle=\langle\alpha^2\rangle+\langle\beta^2\rangle=\frac{k_BT}{\gamma L^2q^2}.$$

Long waves have the larger amplitudes, because they create little extra area for a given height.

### Sum over waves

The mean-square height is the sum of these terms. Each allowed $\mathbf q$ occupies an area $(2\pi/L)^2$ in the plane of wavevectors, so for closely spaced modes

$$\sigma^2=\langle h^2\rangle=\sum_{\mathbf q}\frac{k_BT}{\gamma L^2q^2}\approx\int\frac{d^2q}{(2\pi)^2}\,\frac{k_BT}{\gamma q^2}.$$

The factors of $L^2$ have cancelled. With $d^2q=2\pi q\,dq$,

$$\sigma^2=\frac{k_BT}{2\pi\gamma}\int_{q_{\min}}^{q_{\max}}\frac{dq}{q}=\frac{k_BT}{2\pi\gamma}\ln R,\qquad R=\frac{q_{\max}}{q_{\min}}=\frac{\lambda_{\max}}{\lambda_{\min}} .$$

For the example, $k_BT=0.06032$ eV and $\gamma=0.11235$ eV/Å². Then

$$\frac{k_BT}{2\pi\gamma}=\frac{0.06032}{2\pi\times0.11235}=0.08545\ \text{Å}^2,$$

$$\sigma^2=0.08545\times6.9078=0.590\ \text{Å}^2,\qquad \sigma=0.77\ \text{Å}=0.077\ \text{nm}.$$

The answer to part 1 is an rms height of about 0.08 nm.

Each factor of ten in wavelength contributes the same amount, 0.197 Å², to $\sigma^2$. With $T$ and $\gamma$ fixed, $R=100$ gives 0.63 Å and $R=10\,000$ gives 0.89 Å. A hundredfold change of the ratio thus changes the height by about 40% of the smaller value. In this model $\sigma$ has no finite limit as the surface grows, but it grows only as $\sqrt{\ln R}$.

The opposite limit shows where the integral fails. As $R\to1$ it gives zero, yet the square still holds the four waves with $|\mathbf n|=1$. Each has $q=2\pi/L$ and contributes $k_BT/(4\pi^2\gamma)$, so the true sum is $k_BT/(\pi^2\gamma)$. The logarithm is a good estimate when $\ln R$ is large compared with one.

### Dependence on the form of the cutoffs

Without the integral, the mode sum reads

$$\sigma^2=\frac{k_BT}{4\pi^2\gamma}\sum_{1\le|\mathbf n|\le R}\frac{1}{n_x^2+n_y^2}.$$

For $R=1000$ it gives $\sigma=0.79$ Å, 3% above the integral. Replacing a sum by an integral is accurate where the summand varies little between neighbouring modes, which is the case at large $|\mathbf n|$. The difference therefore comes from the few longest waves.

The short-wave end can be treated by placing heights on a square lattice of $N\times N$ sites with spacing $b$. On each bond the slope is $(h_i-h_j)/b$, and each site has area $b^2$, so the factors of $b$ cancel:

$$E=\frac{\gamma}{2}\sum_{\text{bonds}}(h_i-h_j)^2 .$$

A plane wave changes by the factor $e^{iq_xb}$ along one bond in $x$, and $|e^{iq_xb}-1|^2=2-2\cos q_xb$. The same steps as before give

$$\langle|h_{\mathbf q}|^2\rangle=\frac{k_BT}{\gamma N^2\,(4-2\cos q_xb-2\cos q_yb)} .$$

For small $qb$ the bracket tends to $q^2b^2$, and since $N^2b^2=L^2$ the continuum result returns. With $L=5000$ Å there are $N=2000$ sites per side, and the sum gives $\sigma=0.82$ Å, 7% above the logarithmic formula.

Two features raise the lattice value above the explicit continuum sum. Since $2-2\cos x\le x^2$, each wave is softer than in the continuum. The lattice also admits waves in the corners of the square $|q_x|,|q_y|\le\pi/b$, which lie outside the circle $q\le q_{\max}=\pi/b$. A statement finer than "about 0.8 Å" would therefore require a definite microscopic model.

### Finite slopes

The small-slope expansion must be checked at the short-wave end. The mean-square slope is

$$S=\langle|\nabla h|^2\rangle=\sum_{\mathbf q}q^2\langle|h_{\mathbf q}|^2\rangle\approx\frac{k_BT}{\gamma}\int\frac{d^2q}{(2\pi)^2}=\frac{k_BT}{4\pi\gamma}\left(q_{\max}^2-q_{\min}^2\right).$$

With $q_{\max}=2\pi/\lambda_{\min}=1.257$ Å⁻¹ this is 0.0675, an rms slope of 0.26. Unlike the height, the slope is set by the shortest waves: halving $\lambda_{\min}$ would make $S$ four times as large.

To size the effect on a long wave, regard it as a small uniform tilt added to the random slopes $\mathbf s$ of the short waves. Assume that the distribution of $\mathbf s$ does not respond to the tilt. The stiffness, in units of $\gamma$, is then the second derivative of the mean area (per unit projected area) with respect to the tilt. For $f=\sqrt{1+s^2}$ and isotropic slopes this is half the mean Laplacian of $f$ in the plane of slopes:

$$\frac12\left\langle f''+\frac{f'}{s}\right\rangle=\left\langle\frac{1+u/2}{(1+u)^{3/2}}\right\rangle,\qquad u=s^2 .$$

Here $f'=s(1+s^2)^{-1/2}$ and $f''=(1+s^2)^{-3/2}$ were used. Next, $(1+u)^{-3/2}=1-\tfrac32u+\tfrac{15}{8}u^2+\dots$, and multiplication by $1+u/2$ gives $1-u+\tfrac98u^2+\dots$. The two slope components are Gaussian, each with variance $S/2$, so $u$ has an exponential distribution with $\langle u\rangle=S$ and $\langle u^2\rangle=2S^2$. The stiffness factor is

$$1-S+\frac94S^2+\dots$$

The average of the full square root gives 0.941. Because $\sigma\propto\gamma^{-1/2}$, the height becomes $0.768/\sqrt{0.941}=0.79$ Å, a rise of 3%.

This is a measure of size, not a correction to be applied. The slope distribution was taken from the small-slope energy; with the full energy the slopes are slightly larger and the factor drops to about 0.937, so the term in $S^2$ is not complete. The factor was also derived for slow tilts but used for all waves, and the effect of finite slopes on the counting of surface configurations was left out. A macroscopic value of $\gamma$ may also already contain part of the short-wave contribution.

### Weak anisotropy

Now let the surface energy depend on the tilt angle $\theta$ from the mean surface, equally in all azimuths and with a smooth minimum at $\theta=0$. The energy per projected area is $\gamma(\theta)/\cos\theta$. Let $s=\tan\theta$ be the slope. To second order, $\gamma(\theta)\approx\gamma+\tfrac12\gamma''s^2$ and $1/\cos\theta\approx1+\tfrac12s^2$, so

$$\frac{\gamma(\theta)}{\cos\theta}\approx\gamma+\frac12(\gamma+\gamma'')s^2 .$$

The quantity that resists the waves is the stiffness $\gamma+\gamma''$, which equals $\gamma$ for an isotropic surface.

Take $\gamma(\theta)=\gamma[1+\epsilon(1-\cos4\theta)]$. Two derivatives of $-\cos4\theta$ give $16\cos4\theta$, so the stiffness at $\theta=0$ is $\gamma(1+16\epsilon)$. For $\epsilon=0.02$ the surface energy varies by just 4% of its minimum, but the stiffness rises by 32%. With this stiffness for all waves, the height falls to $0.768/\sqrt{1.32}=0.67$ Å, 13% below the isotropic value. This is the small-slope result and somewhat overstates the effect, because an rms slope near 0.25 is a tilt of about 14°, where the curvature of $\gamma(\theta)$ is already smaller than at $\theta=0$. A Boltzmann average with the full energy gives a stiffness of about $1.18\gamma$ and a height of about 0.71 Å, some 11% below the finite-slope isotropic value of 0.79 Å.

### Atomic vibration

Capillary waves rearrange atoms among sites, while each atom also vibrates about its site. For an independent oscillator with energy $\tfrac12M\omega^2u_z^2$, the Gaussian average used above gives $\langle u_z^2\rangle=k_BT/(M\omega^2)$. The classical form is adequate because $k_BT$ is three times the quantum of 0.020 eV. The example gives an rms vibration of 0.10 Å. If vibration and capillary waves are independent, their variances add, and the total is 0.775 Å, a rise of 1%. A single frequency underweights the soft modes: a Debye spectrum with the same mean-square frequency gives 0.14 Å and a rise of 1.6%, and softer surface atoms could raise this to a few percent.

### Pinning by the crystal lattice

A crystal surface prefers heights that complete whole atomic layers. Represent this by a weak additional energy per area $-V\cos(2\pi h/d)$. For a Gaussian height, $\langle\cos kh\rangle=\exp(-k^2\sigma^2/2)$. With $k=2\pi/d$, the averaged pinning energy of the whole square has magnitude

$$VL^2\exp\left(-\frac{2\pi^2\sigma^2}{d^2}\right).$$

Insert $\sigma^2=(k_BT/2\pi\gamma)\ln(L/\lambda_{\min})$. The exponent becomes $-(\pi k_BT/\gamma d^2)\ln(L/\lambda_{\min})$, and the pinning energy varies with size as

$$L^{\,2-\pi k_BT/(\gamma d^2)} .$$

If the power is positive, pinning grows with size and finally suppresses the long waves. If it is negative, the waves average the lattice away. The boundary is the roughening temperature

$$k_BT_R=\frac{2\gamma d^2}{\pi}.$$

This is an estimate for weak pinning, with $\gamma$ not corrected for the pinning itself. Here $\gamma d^2=0.449$ eV and $T_R\approx3300$ K. The anneal at 700 K lies far below it, so a large enough facet with these parameters is pinned. The weaker the pinning $V$, the larger the facet must be for this to show.

The height of a strongly pinned facet follows from the lattice energy above if each height is restricted to a whole number of layers, $h_i=n_id$. One isolated adatom or vacancy has four unequal bonds and costs $4\times\gamma d^2/2=2\gamma d^2=0.90$ eV. The two signs of $n_i$ give $\langle n_i^2\rangle\approx2\exp(-2\gamma d^2/k_BT)$, and hence

$$\sigma_{\text{facet}}\approx d\sqrt2\,\exp\left(-\frac{\gamma d^2}{k_BT}\right)=2\sqrt2\,e^{-7.45}\approx0.0016\ \text{Å}.$$

Larger defects are rarer. A neighbouring pair has six unequal bonds, costs $3\gamma d^2$, and can be placed in four ways around a given site. It changes $\langle n_i^2\rangle$ by a relative amount of about $4e^{-7.45}$, or 0.2%.

In this model the facet is therefore nearly 500 times flatter than the isotropic surface. The exponential makes this ratio very sensitive to the defect energy: a change of 0.2 eV alters it by a factor of about five. The bonds around an adatom also have a slope of $d/b=0.8$, too steep for the small-slope energy to be accurate. Even the order of magnitude of the ratio is therefore uncertain. On such a facet the vibration of 0.10 Å is much larger than the roughness due to adatoms and vacancies. The answer to part 3 is no for a strongly pinned facet: the value of 0.08 nm requires a surface that is already rough on the atomic scale. For weaker pinning the height lies between the two limits. A self-consistent Gaussian estimate for $L=5000$ Å gives about 0.4 Å at $V/\gamma=10^{-2}$ and returns to the free value only for $V/\gamma$ of order $10^{-6}$ or less. By the weak-pinning estimate with the same $\gamma$, a surface of unlimited size stays rough at 700 K only if the layer spacing is below $\sqrt{\pi k_BT/(2\gamma)}\approx0.9$ Å. Strong pinning lowers this bound: the lattice model with whole-layer heights is already pinned at $d=0.90$ Å. Some stepped orientations have such small spacings, but their stiffness can differ from $\gamma$, so for them 0.08 nm is only a guide to the size.

### Time to reach equilibrium

Suppose that the surface is atomically rough, as the 0.08 nm estimate requires, and that atoms move by surface diffusion. The decay law below does not apply to a pinned facet. A small change $\delta h$ alters the energy by $\gamma\int\nabla h\cdot\nabla\delta h\,d^2r=-\gamma\int(\nabla^2h)\,\delta h\,d^2r$, after integration by parts on the periodic square. Adding one atom means $\int\delta h\,d^2r=\Omega$, so its chemical potential relative to a flat surface is $\mu=-\gamma\Omega\nabla^2h$. Crests have higher $\mu$ than troughs.

Here $D_s$ is the mass-transfer diffusivity, an average over all surface atoms, and not the much larger diffusivity of a single adatom. With $n_s=1/b^2$ surface atoms per area and mobility $D_s/k_BT$, the flux is $\mathbf j=-(D_sn_s/k_BT)\nabla\mu$. Conservation of volume requires $\partial_th=-\Omega\nabla\cdot\mathbf j$. Combining these,

$$\frac{\partial h}{\partial t}=\frac{D_sn_s\Omega}{k_BT}\nabla^2\mu=-B\nabla^4h,\qquad B=\frac{D_sn_s\gamma\Omega^2}{k_BT}.$$

For a plane wave $\nabla^4$ becomes $q^4$, so its amplitude decays in the time $\tau=1/(Bq^4)$. The example has $B=4.29\times10^9$ Å⁴/s and $q_{\min}=1.257\times10^{-3}$ Å⁻¹, which gives $\tau\approx93$ s for the longest wave. In each such time the mean amplitude of the wave falls by a factor of $e$, and the departure of its mean square from the thermal value falls by $e^2$. An anneal of several minutes is therefore enough if the wave does not start far above its thermal amplitude. A thousandfold reduction takes $\ln 1000\approx6.9$ decay times, or about eleven minutes. For a tenfold longer wave $\tau$ is $10^4$ times as long, about $9\times10^5$ s, or roughly eleven days. Since $\tau\propto1/D_s$, a hundredfold lower diffusivity would raise the 93 s to about two and a half hours.

### Comparison of cases

All rows hold $T=700$ K and $\gamma=1.8$ J/m². Each row after the first departs from the first in the way named.

| Case | $\sigma$ (Å) |
|---|---:|
| Isotropic formula, $R=1000$ | 0.77 |
| $R=100$ | 0.63 |
| $R=10\,000$ | 0.89 |
| Explicit mode sum | 0.79 |
| Square lattice of sites | 0.82 |
| Finite-slope factor | 0.79 |
| Anisotropy, $\epsilon=0.02$, small-slope stiffness | 0.67 |
| Vibration added | 0.78 |
| Pinned facet, no vibration | 0.0016 |

### Relation to a real film

A temperature of 700 K is near the upper end of what interconnect processing usually allows, and a surface energy between 1 and 3 J/m² is roughly typical of interconnect metals. The longest wavelength, half a micrometre, is comparable with the size of a large grain or a wide line. The diffusivity is the least certain input, since it depends strongly on the metal, the orientation and the cleanliness of the surface. The assumption most likely to break is isotropy: grains of a crystalline film can expose low-index facets, and on a strongly pinned facet the capillary roughness is far smaller than 0.8 Å, by a factor that depends strongly on the adatom energy. Grain-boundary grooves and roughness left by deposition are not included. The value of 0.08 nm is thus the thermal contribution for an atomically rough, nearly isotropic free surface, and not a prediction of the total roughness of a film. The numerical output gives most of these values with more digits.

## Computed results

```
Temperature: 700 K
Thermal energy kT: 0.06032 eV
Surface energy: 1.8 J/m^2 = 0.11235 eV/A^2
Cutoff ratio R: 1000
ln R: 6.9078
Site spacing: 2.5 A
Shortest wavelength: 5.0 A
Longest wavelength: 5000 A
q_min: 1.2566e-03 1/A
q_max: 1.2566 1/A
kT/(2 pi gamma): 0.08545 A^2
Mean-square height: 0.5903 A^2
RMS roughness: 0.768 A = 0.0768 nm
Variance per decade of wavelength: 0.1968 A^2
RMS for R = 100: 0.627 A
RMS for R = 10000: 0.887 A
RMS, explicit mode sum: 0.791 A
Lattice sites per side: 2000
RMS, square lattice of sites: 0.822 A
Mean-square slope S: 0.0675
RMS slope: 0.260
Stiffness factor from finite slopes: 0.9410
RMS with that factor: 0.792 A
Anisotropy parameter epsilon: 0.02
Stiffness factor from anisotropy: 1.32
RMS with that anisotropy: 0.669 A
Layer spacing d: 2.0 A
gamma d^2: 0.4494 eV
gamma d^2 / kT: 7.450
Estimated roughening temperature: 3320 K
Adatom cost 2 gamma d^2: 0.899 eV
RMS of pinned facet: 0.00164 A
Ratio free surface / pinned facet: 467
Atomic mass: 60 u
Einstein quantum: 0.020 eV
RMS atomic vibration: 0.103 A
RMS with vibration added: 0.775 A
Surface diffusivity: 1.0e+08 A^2/s
Atomic volume: 12.0 A^3
Surface site density: 0.160 1/A^2
Diffusion coefficient B: 4.291e+09 A^4/s
Decay time of longest wave: 93 s
Decay time for tenfold wavelength: 9.35e+05 s
```
